\section*{Branch-point energy of tight-binding silicon from Brillouin-zone averages}

\section{A chain with a known branch point}

Take a chain with two orbitals per cell, on-site energies $\pm\Delta$, alternating hoppings $t_1,t_2>0$, and a hopping $t'$ between like orbitals of adjacent cells. With $k$ the phase per cell,
\begin{equation}
H(k)=\begin{pmatrix}2t'\cos k+\Delta & t_1+t_2e^{ik}\\ t_1+t_2e^{-ik}&2t'\cos k-\Delta\end{pmatrix}.
\end{equation}
Since $|t_1+t_2e^{ik}|^2=t_1^2+t_2^2+2t_1t_2\cos k$, the secular equation is
\begin{equation}
(E-2t'\cos k)^2=A+B\cos k,\qquad A=\Delta^2+t_1^2+t_2^2,\quad B=2t_1t_2,
\label{eq:sec}
\end{equation}
and the bands are $E_\pm=2t'\cos k\pm\sqrt{A+B\cos k}$. Here $A-B=\Delta^2+(t_1-t_2)^2>0$, so the root does not vanish at real $k$.

States in the gap have complex $k$. They cannot exist in the infinite crystal, but at a contact they are the tails of metal states that decay into the semiconductor. For small $t'$ the gap edges lie at $k=\pi$, so set $k=\pi+i\kappa$. Then $\cos k=-\cosh\kappa\equiv-c$ and
\begin{equation}
E=-2t'c\pm\sqrt{A-Bc}.
\end{equation}
As $c$ grows from 1, the upper sign starts at the conduction edge and the lower at the valence edge. They meet at $c=A/B$, where the root vanishes. Beyond it $E$ is complex. The meeting point therefore has the largest $\kappa$ on this loop:
\begin{equation}
E_b=-2t'A/B .
\label{eq:eb}
\end{equation}
This is the branch point. Gap states below it derive mainly from the valence band and those above it mainly from the conduction band. Filling them up to about $E_b$ leaves the semiconductor side nearly neutral, which is why $E_b$ serves as an estimate of the charge neutrality level.

Now average the bands over real $k$. The square roots cancel between $E_+$ and $E_-$, and $\cos k$ averages to zero, so
\begin{equation}
\tfrac12\left(\langle E_+\rangle+\langle E_-\rangle\right)=0 .
\end{equation}
For $t'=0$ this equals $E_b$. Otherwise it misses $E_b$ by $2t'A/B$. With $t_1=1.5$, $t_2=1.0$, $\Delta=0.5$ and $t'=0.1$ eV, $A=3.5$ and $B=3$ eV$^2$, so $E_b=-0.2\times3.5/3=-0.2333$ eV. Maximizing the smallest decay constant obtained from the roots of the secular polynomial gives the same value. The gap is $2\sqrt{A-B}=1.41$ eV, so the average is wrong by a sixth of the gap even in this simple case. A zone average is an estimate of the branch point, and its numerical convergence says nothing about that error.

\section{The estimate and the silicon Hamiltonian}

The Schleife estimate replaces the search in complex $k$ by
\begin{equation}
E_{BP}(N_V,N_C)=\tfrac12\left[V(N_V)+C(N_C)\right],
\label{eq:bp}
\end{equation}
where $V$ is the mean over the zone of the $N_V$ highest valence bands and $C$ that of the $N_C$ lowest conduction bands. Bands are counted per spin and ordered by energy at each $\mathbf k$. The two-atom diamond cell has four valence bands, and the usual choice is $(N_V,N_C)=(2,1)$.

For silicon we use the nearest-neighbour Vogl $sp^3s^*$ model, with five orbitals on each of the atoms $a$ and $b$. The bonds from $a$ to $b$ are $\mathbf d_1=\frac a4(1,1,1)$, $\mathbf d_2=\frac a4(1,\bar1,\bar1)$, $\mathbf d_3=\frac a4(\bar1,1,\bar1)$, $\mathbf d_4=\frac a4(\bar1,\bar1,1)$. With $\phi_j=e^{i\mathbf k\cdot\mathbf d_j}$, define
\begin{align}
g_0&=\tfrac14(\phi_1+\phi_2+\phi_3+\phi_4),& g_1&=\tfrac14(\phi_1+\phi_2-\phi_3-\phi_4),\nonumber\\
g_2&=\tfrac14(\phi_1-\phi_2+\phi_3-\phi_4),& g_3&=\tfrac14(\phi_1-\phi_2-\phi_3+\phi_4).
\end{align}
The signs in $g_1,g_2,g_3$ are those of the $x,y,z$ bond components. The Hamiltonian and its interatomic block are
\begin{align}
H&=\begin{pmatrix}D&M\\M^\dagger&D\end{pmatrix},\qquad D=\mathrm{diag}(E_s,E_p,E_p,E_p,E_{s^*}),\\
M_{ss}&=V_{ss}g_0,\quad M_{s,i}=-M_{i,s}=V_{sp}g_i,\quad M_{s^*,i}=-M_{i,s^*}=V_{s^*p}g_i,\nonumber\\
M_{ii}&=V_{xx}g_0,\quad M_{ij}=V_{xy}g_l\quad(i,j,l\ \text{all different}).\nonumber
\end{align}
The remaining elements of $M$ vanish. The sign change between $M_{s,i}$ and $M_{i,s}$ arises because a $p$ orbital is odd. In eV, $E_s=-4.2$, $E_p=1.715$, $E_{s^*}=6.685$, $V_{ss}=-8.3$, $V_{xx}=1.715$, $V_{xy}=4.575$, $V_{sp}=5.7292$ and $V_{s^*p}=5.3749$.

At $\Gamma$, $g_0=1$ and the other sums vanish. The $p$ levels are then $E_p\pm V_{xx}$, and the lower one, at zero, is the valence-band top. All silicon energies below refer to it. The conduction minimum is at 1.171 eV, at $0.731\,(2\pi/a)$ along $\Gamma X$. As a test of the Bloch matrix, a periodic cluster of $4^3$ cells was built from bond directions and Slater--Koster integrals. Its 640 levels agree with those of the $N=4$ mesh to $10^{-13}$ eV.

\section{Algorithm and sampling error}

For a mesh of $N$ points per axis:
\begin{enumerate}
\item form $\mathbf k=\sum_i(n_i/N)\mathbf b_i$, $n_i=0,\dots,N-1$, with $\mathbf b_i$ the primitive reciprocal vectors;
\item diagonalize $H(\mathbf k)$ and sort its ten levels;
\item average levels $5-N_V$ to 4 and levels 5 to $4+N_C$ with equal weights, and insert the means in (\ref{eq:bp}).
\end{enumerate}

To find the error, expand a periodic function as $f(\mathbf k)=\sum_{\mathbf R}f_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$. The mesh mean of $e^{i\mathbf k\cdot\mathbf R}$ is a product of three geometric sums. It equals 1 if all components of $\mathbf R$ in the primitive lattice vectors are multiples of $N$, and 0 otherwise. The true mean is $f_{\mathbf 0}$, so
\begin{equation}
\langle f\rangle_N-\langle f\rangle=\sum_{\mathbf R\ne0}f_{N\mathbf R}.
\label{eq:alias}
\end{equation}
The smoothness of $f$ decides the convergence.

\subsection{All four valence bands}

The sum of the valence energies can be written as
\begin{equation}
\sum_{n\le4}\varepsilon_n(\mathbf k)=\frac1{2\pi i}\oint E\,\mathrm{Tr}\,[E-H(\mathbf k)]^{-1}dE,
\end{equation}
with a contour around the four valence levels alone. Crossings inside the group do not matter. As long as a direct gap separates the group from the conduction bands, the sum is analytic in $\mathbf k$, its coefficients decay exponentially with $R$, and by (\ref{eq:alias}) so does the error with $N$. The smallest direct gap on the $N=32$ mesh is 3.07 eV. The change in $V(4)$ is $1.7\times10^{-5}$ eV from $N=8$ to 16 and $5.5\times10^{-9}$ eV from 16 to 32. That is a factor of about 3000, where a cubic law would give 8.

\subsection{The lowest conduction band alone}

This band is not isolated. On the line $X$--$W$, $\mathbf k=(2\pi/a,k_y,0)$, put $\theta=k_ya/4$. The bond phases are $ie^{i\theta}$, $ie^{-i\theta}$, $-ie^{i\theta}$, $-ie^{-i\theta}$, which gives
\begin{equation}
g_0=g_2=0,\qquad g_1=i\cos\theta,\qquad g_3=-\sin\theta .
\end{equation}
The set $P=\{s,s^*,p_y\}$ on one atom then couples only to $Q=\{p_x,p_z\}$ on the other, and $H$ splits into two $5\times5$ blocks. With $P$ on $a$ and $Q$ on $b$, the couplings to $(p_x,p_z)$ are
\begin{equation}
s:\ V_{sp}(g_1,g_3),\qquad s^*:\ V_{s^*p}(g_1,g_3),\qquad p_y:\ V_{xy}(g_3,g_1).
\end{equation}
With $P$ on $b$ and $Q$ on $a$ we need the conjugates of $M_{QP}$. Using $g_1^*=-g_1$ and $g_3^*=g_3$, they are $V_{sp}(g_1,-g_3)$, $V_{s^*p}(g_1,-g_3)$ and $V_{xy}(g_3,-g_1)$. Reversing the sign of $p_z$ turns them into the first set. The blocks have equal spectra, so every level on the line is doubly degenerate and conduction bands 1 and 2 touch there.

Away from the line they split linearly. At $(1,0.3,0)\,2\pi/a$, doubling a displacement of $0.001\,(2\pi/a)$ along $x$ doubles the splitting to within the 0.05 allowed on the ratio. For a displacement along $z$ instead, $g_0=-i\sin\theta\sin(k_za/4)$ and $g_2=-\cos\theta\sin(k_za/4)$. These sums couple the two blocks at first order in $k_z$, so the splitting is linear in this direction too, except where the coupling cancels, as it does at $X$. Since the bands are even in $k_z$, the squared splitting has no term mixing the two displacements. The lower band thus contains a cone, $-|\mathbf q|$ in suitably scaled transverse coordinates. The singular part of its Fourier coefficient in two dimensions obeys, with $\mathbf q=\mathbf u/\lambda$,
\begin{equation}
\int d^2q\,|\mathbf q|e^{-i\mathbf q\cdot\lambda\mathbf R}
=\lambda^{-3}\int d^2u\,|\mathbf u|e^{-i\mathbf u\cdot\mathbf R},
\end{equation}
where two powers come from the area element and one from $|\mathbf q|$; a smooth cutoff at large $q$ is understood. By (\ref{eq:alias}) the error scales as $N^{-3}$. A line of equal cones keeps this power, through lattice vectors perpendicular to the line. For $\sqrt{\sin^2(q_x/2)+\sin^2(q_y/2)}$, which has one cone per cell, the measured power is 3.003.

The silicon values, in eV, are:
\begin{center}
\begin{tabular}{rrrr}
$N$ & $V(2)$ & $C(1)$ & $E_{BP}(2,1)$\\ \hline
4 & $-2.0307$ & 1.7891 & $-0.1208$\\
8 & $-2.0349$ & 1.7840 & $-0.1255$\\
16 & $-2.0349$ & 1.7816 & $-0.1266$\\
32 & $-2.0349$ & 1.7813 & $-0.1268$
\end{tabular}
\end{center}
Successive doublings give $C(1)$ an apparent power of 2.67, somewhat below 3. The cones along the line are not equal: they flatten in one transverse direction as the line approaches $X$. The band also meets the second conduction band at $\Gamma$ and comes within 0.02 eV of it at $L$. The argument for equal cones therefore does not fix the power for silicon. The apparent power is not settled either: the next two doublings, up to $N=128$, give 2.65 and 2.57. We use the measured one below only as a rough guide. The power for $V(2)$, 3.27, comes from much smaller changes, and we do not assign it to a particular band crossing.

If the error of $E_{BP}$ follows $N^{-p}$ with the measured $p=2.65$, the part left at $N=32$ is the last change divided by $2^p-1$:
\begin{equation}
\frac{1.80\times10^{-4}}{2^{2.65}-1}\approx3.4\times10^{-5}\ \text{eV}.
\end{equation}
The extrapolated estimate is $-0.12679-0.00003\approx-0.1268$ eV. On meshes up to $N=128$ the power for $E_{BP}$ drifts to 2.57 and the remainder at $N=32$ comes out as $3.5\times10^{-5}$ eV, which leaves these digits unchanged. A different quadrature supports it. The cube $|k_i|\le2\pi/a$ holds two reciprocal cells, and since the bands are even in each $k_i$, the octant $0\le k_i\le2\pi/a$ has the same mean as the zone. Gauss--Legendre integration there with 20 nodes per axis gives $-0.12683$ eV. For a target of 0.01 eV even $N=4$ suffices in this model.

\section{Sensitivity to the numbers of bands}

Adding a conduction band of mean energy $\bar c_{N_C+1}$ changes the conduction average to $C(N_C+1)=[N_CC(N_C)+\bar c_{N_C+1}]/(N_C+1)$. Subtracting $C(N_C)$ and halving,
\begin{equation}
E_{BP}(N_V,N_C+1)-E_{BP}(N_V,N_C)=\frac{\bar c_{N_C+1}-C(N_C)}{2(N_C+1)}\ge0 .
\end{equation}
The sign follows from the ordering of the bands. The same formula with valence means gives a change that is never positive. The second conduction band has mean 2.677 eV, so it adds $(2.677-1.781)/4=0.224$ eV. The third valence band from the top has mean $-6.129$ eV and contributes $(-6.129+2.035)/6=-0.682$ eV. All choices, in eV, are:
\begin{center}
\begin{tabular}{crrrrrr}
$N_V\backslash N_C$ & 1&2&3&4&5&6\\ \hline
1&$-0.014$&0.210&0.715&1.022&1.605&2.060\\
2&$-0.127$&0.097&0.602&0.909&1.492&1.947\\
3&$-0.809$&$-0.585$&$-0.081$&0.226&0.810&1.265\\
4&$-1.649$&$-1.425$&$-0.920$&$-0.613$&$-0.030$&0.425
\end{tabular}
\end{center}
The spread is 3.7 eV, three times the gap, and 9 of the 24 entries lie in the gap. The usual choice $(2,1)$ does not: it falls 0.13 eV below the valence-band top. Picking $(2,2)$ because it lands in the gap would be a fit to the expected answer.

\subsection{Including every band}

Using the whole basis looks like a way to remove the choice. But the ten levels at each $\mathbf k$ sum to the trace of $H$, which contains on-site energies only, so $4V(4)+6C(6)=\mathrm{Tr}\,H$. Eliminating $C(6)$,
\begin{equation}
E_{BP}(4,6)=\frac12\left[V(4)+\frac{\mathrm{Tr}\,H-4V(4)}6\right]
=\frac{\mathrm{Tr}\,H}{12}+\frac{V(4)}6 .
\end{equation}
With $\mathrm{Tr}\,H=2(-4.2+3\times1.715+6.685)=15.26$ eV and $V(4)=-5.079$ eV, this is $1.2717-0.8465=0.4252$ eV. The plausible value is a property of the basis. Add one uncoupled orbital per atom at 20 eV: no existing state changes, yet the all-band estimate becomes 2.18 eV.

\subsection{Folding into a larger cell}

A supercell of $s^3$ primitive cells should use $(2s^3,s^3)$ bands. It pools the levels of $s^3$ different $\mathbf k$ before selecting them. The highest $2s^3$ valence levels of the pool have a mean no lower than that of the two highest taken from each $\mathbf k$, so $V$ cannot fall; likewise $C$ cannot rise. On the fixed $N=32$ mesh, $s=2$ gives $V=-2.008$, $C=1.696$ and $E_{BP}=-0.156$ eV. Pooling the whole mesh gives $-0.161$ eV. The same crystal thus yields values 0.034 eV apart, about a thousand times the sampling error estimated above.

\section{Comparison with the Green function}

A criterion closer to the physical definition uses the propagator between cells a distance $\mathbf R$ apart, traced over orbitals:
\begin{equation}
G(\mathbf R,E)=\Big\langle e^{i\mathbf k\cdot\mathbf R}\sum_n\frac1{E-\varepsilon_n(\mathbf k)}\Big\rangle .
\end{equation}
For $E$ in the gap the denominators are positive for valence and negative for conduction states. A zero of $G$ marks the energy where the two contributions cancel. At $E=0.5$ eV and one cell spacing, the formula on the $N=4$ mesh agrees with direct inversion of the cluster matrix to within $10^{-9}$ eV$^{-1}$.

For $\mathbf R=m\,\frac a2(1,1,0)$, searched from 0.05 eV above the valence edge to 0.05 eV below the conduction edge, the zeros are at 1.03, 0.60, 0.89 and 0.83 eV for $m=2,3,5,6$. There are none for $m=1$ and 4. Meshes with $N=24$ and 32 agree to all these digits, so the scatter is not a sampling error. Interference may contribute, though its effect was not isolated here: the four conduction valleys on the $x$ and $y$ axes carry the factor $\cos(0.731\pi m)$, which is $-0.66$ for $m=1$ and $-0.97$ for $m=4$. Their contribution then has the same sign as that of the valence top, which hinders cancellation. Up to $m=6$ no single limiting energy has emerged, but every zero found lies at least 0.73 eV above $E_{BP}(2,1)$.

\section{What the number means for a contact}

If the Fermi level were fully pinned at $E_{BP}$, the barriers for electrons and holes would be
\begin{equation}
\Phi_n=E_g-E_{BP}=1.171+0.127=1.298\ \text{eV},\qquad
\Phi_p=E_{BP}=-0.127\ \text{eV}.
\end{equation}
A negative $\Phi_p$ is not a barrier. It would put the Fermi level inside the valence band, where the picture of decaying gap states no longer applies. The result must be read as a failure of the estimate with these bands, not as a prediction of ohmic $p$-type contacts.

In real silicon contacts with common metals and silicides, the Fermi level typically lies a few tenths of an eV above the valence edge, roughly 0.4 eV. The model's gap is realistic, but its bands away from the edges need not be, on either side of the gap; the conduction band shows this already near its minimum. Its transverse mass at the minimum is $1.62\,m_e$, against roughly $0.2\,m_e$ in silicon; the longitudinal mass, $0.74\,m_e$ against roughly $0.9\,m_e$, is much closer. These masses describe only the neighbourhood of the minimum, whereas $C(1)$ is a mean over the whole zone, so they do not by themselves give the error in $C(1)$. Because (\ref{eq:bp}) halves each mean, raising $E_{BP}$ to 0.4 eV at fixed $V(2)$ would require $C(1)$ to rise by $2\times0.53\approx1.1$ eV. Real contacts also break the assumption of full pinning. If a fraction $S$ of a change in metal work function reaches the barrier, with $S$ roughly 0.1 to 0.2 for silicon, a 1 eV change moves the barrier by 0.1 to 0.2 eV. Interface dipoles and specific bonding add shifts that this bulk calculation cannot supply.

Other omissions are smaller. Spin--orbit coupling $\xi\,\mathbf L\cdot\mathbf S$ shifts the $j=3/2$ valence top by $\xi/2$ and the $j=1/2$ level by $-\xi$, so the splitting is $\Delta_0=3\xi/2$ and the top rises by $\Delta_0/3$. For a rough $\Delta_0=0.044$ eV, $E_{BP}$ measured from the new top falls by 0.015 eV, which is this change of reference. A gap reduction of roughly 0.05 eV on warming to 300 K, taken as a rigid lowering of the conduction bands, lowers $E_{BP}$ by half as much, 0.025 eV. The parameters matter more. With all others fixed, weakening $V_{s^*p}$ by 5\% raises the estimate by 0.093 eV and the gap to 1.375 eV; strengthening it by 5\% lowers them by 0.093 eV and to 0.969 eV.

The error budget for $E_{BP}(2,1)$ is therefore very uneven: below $10^{-4}$ eV from sampling at $N=32$, 0.03 eV from the choice of cell, about 0.1 eV from a 5\% change in one coupling, and 0.2 to 0.7 eV from one more band on either side. A finer mesh cannot repair the last three. The remedy to try first is a more realistic band structure, at fixed band counts and fixed cell. It must be realistic throughout the zone for the two upper valence bands as well as for the lowest conduction band, because both means enter (\ref{eq:bp}) and their changes can partly cancel. Such a remedy need not reach 0.4 eV. Local pseudopotential bands of silicon (form factors $-0.2241$, $0.0551$, $0.0724$ Ry, gap 1.06 eV) give $V(2)\approx-2.54$ eV and $C(1)\approx2.78$ eV, so $E_{BP}(2,1)\approx0.12$ eV. This is inside the gap and about 0.25 eV above the tight-binding value, an error of the band model that belongs in the budget too, yet it is still well below 0.4 eV. The numerical output below gives the tight-binding values up to $N=32$.

\section*{Numbers as computed}
\begin{verbatim}
Vogl sp3s* silicon, eV: Es=-4.2 Ep=1.715 Ex=6.685 ss=-8.3 xx=1.715 xy=4.575 sp=5.7292 xp=5.3749
chain t1,t2,Delta,t' (eV): 1.5 1.0 0.5 0.1
chain true branch point -0.2333 eV, formula -0.2333 eV, zone average 0.0000 eV
cluster-Bloch largest level difference 9.2e-14 eV
gap 1.1713 eV at k = 0.7311 (2pi/a) on Gamma-X
smallest direct gap on N=32 mesh 3.073 eV
masses (m_e), a=0.543 nm: longitudinal 0.742, transverse 1.622
N   k-points  E_BP(2,1)   V(2)       C(1)       V(4)  (eV)
 4      64  -0.120797  -2.030668   1.789074  -5.076007
 6     216  -0.124228  -2.034759   1.786303  -5.078638
 8     512  -0.125483  -2.034931   1.783965  -5.078807
12    1728  -0.126364  -2.034879   1.782151  -5.078823
16    4096  -0.126613  -2.034862   1.781636  -5.078824
24   13824  -0.126754  -2.034856   1.781347  -5.078824
32   32768  -0.126793  -2.034855   1.781269  -5.078824
E_BP(2,1): |N16-N8| 1.13e-03 eV, |N32-N16| 1.80e-04 eV, apparent power 2.65
V(2): |N16-N8| 6.87e-05 eV, |N32-N16| 7.12e-06 eV, apparent power 3.27
C(1): |N16-N8| 2.33e-03 eV, |N32-N16| 3.67e-04 eV, apparent power 2.67
V(4): |N16-N8| 1.70e-05 eV, |N32-N16| 5.49e-09 eV, apparent power 11.60
two-dimensional cone: error power 3.003
E_BP(2,1): Gauss -0.12683 eV, half-shifted N=16 -0.12693 eV
band means, lowest to highest (eV): -10.117 -6.129 -2.261 -1.809 1.781 2.677 5.256 5.695 9.686 10.480
E_BP table (eV), columns NC = 1..6
NV=1:  -0.014   0.210   0.715   1.022   1.605   2.060
NV=2:  -0.127   0.097   0.602   0.909   1.492   1.947
NV=3:  -0.809  -0.585  -0.081   0.226   0.810   1.265
NV=4:  -1.649  -1.425  -0.920  -0.613  -0.030   0.425
choices inside the gap: 9 of 24
trace of H 15.260 eV; all-band estimate 0.4252 eV
all-band estimate with decoupled orbitals at 20.0 eV: 2.1840 eV
supercell 1x1x1: V -2.0349, C 1.7813, E_BP -0.1268 eV
supercell 2x2x2: V -2.0082, C 1.6963, E_BP -0.1559 eV
supercell 4x4x4: V -2.0068, C 1.6863, E_BP -0.1603 eV
supercell 32x32x32: V -2.0066, C 1.6850, E_BP -0.1608 eV
G zeros, R=1 x a(110)/2: N=24: none; N=32: none eV
G zeros, R=2 x a(110)/2: N=24: 1.031; N=32: 1.031 eV
G zeros, R=3 x a(110)/2: N=24: 0.605; N=32: 0.605 eV
G zeros, R=4 x a(110)/2: N=24: none; N=32: none eV
G zeros, R=5 x a(110)/2: N=24: 0.892; N=32: 0.892 eV
G zeros, R=6 x a(110)/2: N=24: 0.834; N=32: 0.834 eV
full-pinning barriers: n-type 1.298 eV, p-type -0.127 eV
spin-orbit (rough splitting 0.044 eV): E_BP shift -0.0147 eV from new band top
gap drop to 300 K (rough 0.05 eV): E_BP shift -0.0250 eV
s*-p coupling x 0.95: gap 1.375 eV, E_BP shift 0.0928 eV
s*-p coupling x 1.05: gap 0.969 eV, E_BP shift -0.0930 eV
\end{verbatim}
